\section*{Oxygen Exchange into a Thick Oxide: Two Derivations of the Profile}

\section{What a fixed surface concentration gets wrong}

An oxide pellet at high temperature takes up oxygen when the oxygen pressure around it is raised. Suppose one assumes that its surface reaches equilibrium with the new gas at once. For the example treated below, at $100$ s, this puts the surface change at $100\%$ of its final value, whereas finite exchange kinetics give $54\%$. The predicted uptake is too large by a factor $252.3/116.9=2.16$. Since the fixed-surface uptake is proportional to $\sqrt D$, a diffusion coefficient inferred from the true uptake would be too small by $2.16^2\approx4.7$.

The opposite shortcut, a constant inflow at its initial rate, fails as well: it overestimates the uptake by a factor $200.0/116.9=1.71$. In this example the two resistances, exchange at the surface and diffusion inside, must be treated together.

\section{The problem and its assumptions}

The oxide fills $x>0$. Its oxygen concentration is initially $c_0$, and at $t=0$ the gas is changed to a pressure whose equilibrium concentration is $c_1$. Define
\[
u(x,t)=\frac{c(x,t)-c_0}{c_1-c_0}.
\]
Flux is positive into the oxide. Charge neutrality makes oxygen ions and compensating electronic carriers move together, with one chemical diffusion coefficient $D$. For a small step $D$ is treated as constant. Conservation, $c_t=-J_x$, and Fick's law, $J=-Dc_x$, give
\begin{equation}
u_t=Du_{xx},\qquad u(x,0)=0,\qquad u\to0\ \ (x\to\infty).
\label{pde}
\end{equation}

First-order exchange is a linearization. As a model, let an oxygen molecule dissociate on two vacancies. With $v$ vacancies per formula unit having three oxygen sites, and with carrier activities held fixed, the net inflow is
\[
J=A\left[p v^2-K(3-v)^2\right],
\]
where $p$ is the new pressure and $A,K$ are constants. Equilibrium at $v_e$ requires $K=pr^2$, with $r=v_e/(3-v_e)$. Put $v=v_e+\Delta$. The constant terms cancel, and $K(3-v_e)=prv_e$, so
\begin{align}
J&=A\left[p(2v_e\Delta+\Delta^2)+K\{2(3-v_e)\Delta-\Delta^2\}\right]\nonumber\\
&=2Apv_e(1+r)\Delta\left[1+\frac{(1-r)\Delta}{2v_e}\right].
\label{rate}
\end{align}
The missing oxygen $c_1-c(0,t)$ is proportional to $\Delta$. Dropping the second term in the bracket therefore gives $J=k[c_1-c(0,t)]$, which defines the exchange coefficient $k$. Equating this to the diffusive flux just inside the surface,
\begin{equation}
-Du_x(0,t)=k[1-u(0,t)].
\label{bc}
\end{equation}

Let $h=k/D$. The result to be derived is
\begin{equation}
u=\operatorname{erfc}\frac{x}{2\sqrt{Dt}}
-e^{hx+h^2Dt}\operatorname{erfc}\left(\frac{x}{2\sqrt{Dt}}+h\sqrt{Dt}\right),
\label{result}
\end{equation}
where $\operatorname{erfc}z=(2/\sqrt\pi)\int_z^\infty e^{-s^2}ds$. The exponent contains $k/D$ together with depth and time.

The solution is unique among functions that decay at depth fast enough for the integrals below to converge and for the boundary term at infinity to vanish. The difference $g$ of two solutions has $g(x,0)=0$ and $Dg_x(0,t)=kg(0,t)$. Multiplying $g_t=Dg_{xx}$ by $g$ and integrating by parts gives
\[
\frac{d}{dt}\int_0^\infty\frac{g^2}{2}\,dx
=-Dg(0,t)g_x(0,t)-D\int_0^\infty g_x^2\,dx
=-kg(0,t)^2-D\int_0^\infty g_x^2\,dx\le0 .
\]
The integral on the left starts at zero and cannot be negative, so $g=0$.

\section{First derivation: a hidden fixed-surface problem}

Equation \eqref{bc} says that $u-u_x/h=1$ at the surface. This suggests the combination
\[
w=u-\frac{u_x}{h}.
\]
Because $D$ and $h$ are constant, $w$ obeys the same diffusion equation as $u$. It starts at zero, vanishes at depth and has $w(0,t)=1$. The mixed boundary condition has become a fixed value.

No length appears in the problem for $w$, so try $w=F(s)$ with $s=x/(2\sqrt{Dt})$. Then
\[
w_t=-\frac{s}{2t}F',\qquad w_{xx}=\frac{F''}{4Dt},
\]
and the diffusion equation becomes $F''+2sF'=0$. Hence $F'=Ce^{-s^2}$. The conditions $F(0)=1$ and $F(\infty)=0$ give
\begin{equation}
w=\operatorname{erfc}\frac{x}{2\sqrt{Dt}}.
\label{w}
\end{equation}

To recover $u$, write its definition as $u_x-hu=-hw$ and multiply by $e^{-hx}$:
\[
\frac{\partial}{\partial x}\left(e^{-hx}u\right)=-he^{-hx}w.
\]
Integrate from $x$ to infinity, where $e^{-hx}u$ vanishes, and set $y=x+z$:
\begin{equation}
u(x,t)=h\int_x^\infty e^{-h(y-x)}w(y,t)\,dy
=\int_0^\infty he^{-hz}w(x+z,t)\,dz.
\label{average}
\end{equation}
The weight $he^{-hz}$ has unit area and mean $1/h$. The profile is thus an average of fixed-surface profiles, each displaced by an extra depth $z$ whose mean is $D/k$. This form also confirms the construction: every displaced $w$ solves the diffusion equation and starts at zero for $x+z>0$, and $u-u_x/h=w$ equals one at the surface.

Integrate the first form of \eqref{average} by parts, using
\[
w_y=-\frac{e^{-y^2/(4Dt)}}{\sqrt{\pi Dt}} .
\]
The boundary term is $w(x,t)$, so
\[
u=w(x,t)-e^{hx}\int_x^\infty
\frac{e^{-hy-y^2/(4Dt)}}{\sqrt{\pi Dt}}\,dy.
\]
Complete the square:
\[
hy+\frac{y^2}{4Dt}
=\left(\frac{y}{2\sqrt{Dt}}+h\sqrt{Dt}\right)^2-h^2Dt.
\]
With the bracket as the new variable $s$, $dy=2\sqrt{Dt}\,ds$. The prefactor becomes $2/\sqrt\pi$, and the integral is $e^{h^2Dt}\operatorname{erfc}[x/(2\sqrt{Dt})+h\sqrt{Dt}]$. This is \eqref{result}.

\section{Second derivation: following the inflow in time}

Now regard the uptake as a succession of thin deposits at the surface. A unit deposit spreads into the half-space as
\[
K_x(t)=\frac{e^{-x^2/(4Dt)}}{\sqrt{\pi Dt}} .
\]
It solves the diffusion equation, its integral over $x>0$ is one, and its slope at $x=0$ is zero, so nothing leaks out afterwards. Let $f(t)=1-u(0,t)$. By \eqref{bc} the inflow, in units of $c_1-c_0$, is $kf$. Adding the deposits gives
\begin{equation}
u(x,t)=k\int_0^tK_x(t-s)f(s)\,ds\equiv k(K_x*f)(t).
\label{source}
\end{equation}
The star denotes this time convolution; its order and grouping may be changed.

Set $\lambda=k/\sqrt D$ and $G(t)=1/\sqrt{\pi t}$. At the surface $K_0=G/\sqrt D$, so \eqref{source} becomes an equation for $f$ alone:
\begin{equation}
f=1-\lambda G*f.
\label{volterra}
\end{equation}

One convolution is needed to solve it. Let
\[
I=K_x*G=\int_0^t
\frac{e^{-x^2/(4Ds)}}{\pi\sqrt D\,\sqrt{s(t-s)}}\,ds.
\]
Differentiate with respect to $x$ and substitute $q=(t-s)/s$. Then $s=t/(1+q)$, and the measure $s^{-3/2}(t-s)^{-1/2}ds$ becomes $q^{-1/2}dq/t$ for $q$ from zero to infinity. Therefore
\begin{align*}
I_x&=-\frac{x\,e^{-x^2/(4Dt)}}{2\pi D^{3/2}t}
\int_0^\infty q^{-1/2}e^{-x^2q/(4Dt)}dq\\
&=-\frac{x\,e^{-x^2/(4Dt)}}{2\pi D^{3/2}t}\,
\frac{2\sqrt{\pi Dt}}{x}
=-\frac{e^{-x^2/(4Dt)}}{D\sqrt{\pi t}} .
\end{align*}
Since $I$ vanishes at large $x$, integration gives
\begin{equation}
K_x*G=\frac{w}{\sqrt D},\qquad G*G=1,
\label{conv}
\end{equation}
with $w$ the function in \eqref{w}; the second relation is the first at $x=0$.

Insert \eqref{volterra} into its own right-hand side and use $G*G=1$:
\[
f=1-\lambda G*1+\lambda^2\,1*f.
\]
Convolve with $kK_x$. By \eqref{conv}, $kK_x*G=\lambda w$, so
\[
u=1*(kK_x)-\lambda^2\,1*w+\lambda^2\,1*u.
\]
Convolution with one is integration from zero to $t$. Differentiation therefore leaves
\[
u_t=kK_x-\lambda^2w+\lambda^2u.
\]
At each depth this is an ordinary differential equation in time. For $R=w-u$ it reads $R_t=\lambda^2R+w_t-kK_x$, or
\begin{equation}
\frac{\partial}{\partial t}\left(e^{-\lambda^2t}R\right)
=e^{-\lambda^2t-x^2/(4Dt)}
\left[\frac{x}{2\sqrt{\pi D}\,t^{3/2}}-\frac{\lambda}{\sqrt{\pi t}}\right].
\label{time}
\end{equation}

Let $b=x/(2\sqrt{Dt})+\lambda\sqrt t$. Its derivative is
\[
b_t=-\frac{x}{4\sqrt D\,t^{3/2}}+\frac{\lambda}{2\sqrt t},
\]
so the bracket in \eqref{time} is $-2b_t/\sqrt\pi$. Also $b^2=x^2/(4Dt)+hx+\lambda^2t$, because $\lambda/\sqrt D=h$. The right-hand side is therefore
\[
-\frac{2}{\sqrt\pi}\,e^{hx-b^2}b_t
=e^{hx}\frac{\partial}{\partial t}\operatorname{erfc}b .
\]
For $x>0$, both $R$ and $\operatorname{erfc}b$ vanish as $t\to0$. Integration gives $R=e^{hx+\lambda^2t}\operatorname{erfc}b$. Since $\lambda^2=h^2D$, $u=w-R$ is again \eqref{result}; the surface value follows by continuity.

\section{Surface value, uptake and limits}

Define $\eta=h\sqrt{Dt}=k\sqrt{t/D}$ and $E(\eta)=e^{\eta^2}\operatorname{erfc}\eta$. At $x=0$,
\begin{equation}
u(0,t)=1-E(\eta).
\label{surface}
\end{equation}
The uptake per area, divided by $c_1-c_0$, is a length $M=k\int_0^tE\,ds$. Differentiating $E=e^{\lambda^2t}\operatorname{erfc}(\lambda\sqrt t)$ gives $E_t=\lambda^2E-\lambda/\sqrt{\pi t}$. Integrate this from zero to $t$, solve for $\int E\,ds$, and use $k/\lambda^2=D/k$:
\begin{equation}
M=\frac Dk\left[E(\eta)-1+\frac{2\eta}{\sqrt\pi}\right].
\label{uptake}
\end{equation}

For small $\eta$, multiplying the series of $e^{\eta^2}$ and $\operatorname{erfc}\eta$ gives
\[
E=1-\frac{2\eta}{\sqrt\pi}+\eta^2-\frac{4\eta^3}{3\sqrt\pi}+O(\eta^4).
\]
Since $(D/k)\eta^2=kt$,
\[
M=kt\left[1-\frac{4\eta}{3\sqrt\pi}+O(\eta^2)\right].
\]
At leading order the early uptake measures $k$ and contains no information about $D$.

For large $\eta$, the substitution $s=\eta+y$ in the error-function integral gives
\[
E=\frac2{\sqrt\pi}\int_0^\infty e^{-2\eta y-y^2}dy
\simeq\frac1{\eta\sqrt\pi},
\qquad
M\to2\sqrt{\frac{Dt}{\pi}}-\frac Dk .
\]
The surface approaches equilibrium slowly, as $t^{-1/2}$, and the uptake keeps a constant deficit $D/k$ relative to the fixed-surface law. In \eqref{average} the displacements are then small compared with $\sqrt{Dt}$. Expanding $w(x+z,t)$ about the mean displacement removes the linear term, so
\[
u\simeq\operatorname{erfc}\frac{x+D/k}{2\sqrt{Dt}},
\]
with an error of order $\eta^{-2}$ relative to the full step. In this late regime slow exchange acts like an extra layer of oxide of thickness $D/k$.

\section{A cobaltite--ferrite pellet}

Take a dense lanthanum strontium cobalt ferrite pellet, $2000\,\mu$m thick, at $973$ K. Rough typical inputs are $D=5\times10^{-6}$ cm$^2$/s and $k=2\times10^{-4}$ cm/s. Their ratio gives
\[
\frac Dk=0.025\ \text{cm}=250\,\mu\text{m}.
\]
At $100$ s, $\sqrt{Dt}=223.6\,\mu$m and $\eta=223.6/250=0.894$. Neither limit applies.

Since $E(0.894)=0.458$, the surface has completed $54\%$ of its change. At a depth of $200\,\mu$m the first term of \eqref{result} is $0.527$. In the second term the exponent is $0.8+0.8=1.6$ and the argument is $0.4472+0.8944=1.3416$, giving $4.953\times0.0578=0.286$. Thus $u=0.241$. A direct finite-volume solution of \eqref{pde} and \eqref{bc} with the same inputs, using 2001 points over $3000\,\mu$m, differs from the formula by at most $3.4\times10^{-7}$ of the full step at $100$ s.

The surface reaches half its change when $E=1/2$, at $\eta=0.7691$. The corresponding time is $\eta^2D/k^2=0.5915\times125\ \text{s}=74$ s. The uptake length at $100$ s is
\[
M=250\,(0.4582-1)\,\mu\text{m}+252.3\,\mu\text{m}=116.9\,\mu\text{m}.
\]
Let the vacancy content fall from $0.055$ to $0.050$ per formula unit, in a cubic cell of edge $0.39$ nm. The concentration step is $8.43\times10^{19}$ atoms/cm$^3$, and each face takes up $9.9\times10^{17}$ atoms/cm$^2$. In the rate model this step corresponds to raising the oxygen pressure from $132$ to $160$ Torr; a real cobaltite--ferrite need not follow that pressure law.

Real pellets depart from the assumptions in several ways. The changes below are relative to the ideal result at $100$ s, with other settings held fixed.
\begin{itemize}
\item A temperature higher by $10$ K raises the uptake length $M$ by $12\%$ and the normalized surface value by $5\%$, for rough activation energies of $0.9$ eV for $D$ and $1.3$ eV for $k$. This is the largest effect among those evaluated at this time. It holds the step $c_1-c_0$ fixed; in a real oxide the step between two given pressures also depends on temperature, which changes the number of atoms taken up further.
\item A gas change whose equilibrium concentration approaches $c_1$ exponentially with a time constant of $3$ s, at constant $k$, lowers the uptake by $2.4\%$. A delay of $3$ s at the final inflow predicts nearly the same loss: $3\ \text{s}\times2\,\mu\text{m/s}\times0.458=2.7\,\mu$m.
\item The quadratic term in \eqref{rate} raises the uptake by $1.6\%$.
\item Making $D$ proportional to vacancy content, an illustrative law with $D$ kept at its stated value in the final state, raises the uptake by $1.5\%$ but lowers the surface value by $1.6\%$. A uniformly larger $D$ also lowers the surface value, because it reduces $\eta$.
\item A stagnant gas layer of $0.5$ cm with gas diffusivity $1.5$ cm$^2$/s, both rough, adds about $1\%$ to the surface resistance. Treated as a constant $1\%$ reduction of $k$, this lowers the uptake by $0.6\%$. The $1\%$ is the ratio of the initial oxygen flux to the largest flux that can diffuse through the layer under the model pressure step above. An oxide whose vacancy content depends more weakly on pressure needs a larger pressure step for the same change, and the ratio is then smaller.
\end{itemize}

The far side of the pellet has no visible effect at $100$ s. At $1000$ s, with exchange on both faces, it lowers the uptake per face by $1.9\%$ and raises the surface value by $2.7\%$, relative to the semi-infinite result at that time. Grain boundaries, roughness and surface ageing are not included. Ageing that changes $k$ matters directly: the gas-layer case shows that a $k$ lower by $1\%$ from the start costs about $0.6\%$ of the uptake here. A gradual decline that reaches $1\%$ only at the end costs less. The coefficients themselves vary strongly with composition, pressure and surface condition, so these figures describe the stated inputs and not every such pellet. Further values are in the numerical output.

\section{What each derivation assumes}

Both derivations need a linear diffusion equation with constant $D$. If $D$ depends on concentration, $w$ no longer obeys the equation for $u$, and separate deposits can no longer be added.

They differ in what they ask of the surface. The first needs a linear exchange law with constant $h$: a time-dependent $h$ would add a term to the equation for $w$. It tolerates a changing gas as long as $k$ stays constant: $w(0,t)=1$ is then replaced by a prescribed function of time. In the rate model $k$ itself depends on pressure, so this holds only for small pressure changes. It also uses decay at infinite depth to reject the growing solution $e^{hx}$. In return it gives the displaced-profile picture and the late-time layer $D/k$.

The second separates the bulk from the surface. Equation \eqref{source} holds for any inflow if $kf$ is replaced by that inflow. A curved rate law, or an ageing surface with $k(t)$, therefore still leads to an integral equation for the surface concentration alone. Linearity and constant $k$ enter when that equation is solved in closed form. A finite pellet requires a different spreading function $K_x$, but the balance between deposits and surface concentration remains. The first route is shorter for the ideal problem; the second shows how to continue when the surface law is no longer first order.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 973 K
Diffusion coefficient D: 5.0e-06 cm^2/s
Exchange coefficient k: 2.0e-04 cm/s
Observation time: 100 s
Pellet thickness: 2000 um
Vacancies per formula unit, start: 0.055
Vacancies per formula unit, end: 0.050
Oxygen pressure, start (model): 131.8 Torr
Oxygen pressure, end: 160.0 Torr
Cubic cell edge: 0.39 nm
k/D: 40.0 1/cm
D/k: 250.0 um
sqrt(Dt): 223.6 um
eta = k sqrt(t/D): 0.8944 (no unit)
erfcx(eta): 0.4582 (no unit)
Profile: depth um | first term | subtracted term | u | numerical u
  0 | 1.0000 | 0.4582 | 0.5418 | 0.5418
  100 | 0.7518 | 0.3780 | 0.3738 | 0.3738
  200 | 0.5271 | 0.2862 | 0.2409 | 0.2409
  400 | 0.2059 | 0.1258 | 0.0801 | 0.0801
  600 | 0.0578 | 0.0384 | 0.0194 | 0.0194
Largest profile difference, formula - numerical: 3.4e-07
eta at surface half-change: 0.7691 (no unit)
Surface half-change time: 73.9 s
Uptake depth M: 116.87 um
Short-time estimate kt: 200.0 um
Fixed-surface uptake depth: 252.3 um
Oxygen concentration step: 8.429e+19 atoms/cm^3
Oxygen uptake per face: 9.851e+17 atoms/cm^2
Initial oxygen flux: 1.686e+16 atoms/(cm^2 s)
Activation energies of D, k: 0.9, 1.3 eV
Gas flushing time: 3.0 s
Gas diffusivity: 1.5 cm^2/s
Stagnant gas layer: 0.5 cm
Initial flux / largest gas-film flux: 0.0100 (no unit)
Neglected effect: change of surface u, change of uptake
  rate-law curvature: +1.27 %, +1.60 %
  D proportional to vacancies: -1.60 %, +1.50 %
  gas flushing time: -0.79 %, -2.37 %
  gas-film resistance: -0.51 %, -0.57 %
  temperature +10 K: +5.23 %, +11.83 %
  finite thickness, 100 s: +0.00 %, -0.00 %
  finite thickness, 1000 s: +2.74 %, -1.94 %
Largest uptake effect at 100 s: temperature +10 K
\end{verbatim}
